\section*{Why elastic high-frequency heating gives electrons a Maxwellian distribution}

\section{One electron, cold atoms, constant collision rate}

Take an electron of charge $-e$ and mass $m$ in the uniform field $E_0\cos\omega t$ along $z$. Between collisions
\begin{equation}
\mathbf v=\mathbf w+\mathbf q(t),\qquad \mathbf q=-v_q\sin\omega t\,\hat{\mathbf z},\qquad v_q=\frac{eE_0}{m\omega},
\end{equation}
where $\mathbf w$ is constant. The quiver velocity $\mathbf q$ takes nothing from the field on average, because it is a quarter cycle out of phase with the force.

Let the atoms be cold and of mass $M\gg m$, let scattering be isotropic, and let the collision rate $\nu$ be the same at all speeds, with $\omega\gg\nu$. Many cycles then pass between collisions, so the phase at impact is unrelated to the phase at the previous collision, and $\mathbf w$ is uncorrelated with $\mathbf q$. A collision turns $\mathbf v$ into $\mathbf v'$ with $|\mathbf v'|=|\mathbf v|$, apart from recoil, while $\mathbf q$ has no time to change. The new constant velocity is $\mathbf w'=\mathbf v'-\mathbf q$. Averaging over the direction of $\mathbf v'$, and then over the phase, gives
\begin{align}
\langle w'^2\rangle&=\langle v^2\rangle+\langle q^2\rangle
=\langle w^2+2\mathbf w\cdot\mathbf q+q^2\rangle+\langle q^2\rangle\nonumber\\
&=w^2+2\langle q^2\rangle=w^2+v_q^2 ,
\end{align}
since $\langle\mathbf q\rangle=0$ and $\langle q^2\rangle=v_q^2/2$. Each collision thus adds $mv_q^2/2$ of energy. Recoil removes on average the fraction $2m/M$ of the kinetic energy $u$, as derived below. The balance is
\begin{equation}
\frac{mv_q^2}{2}=\frac{2m}{M}\langle u\rangle
\quad\Rightarrow\quad \langle u\rangle=\frac{Mv_q^2}{4}.
\end{equation}
Writing $\langle u\rangle=\tfrac32kT_e$ gives $kT_e=Mv_q^2/6$. The collision rate has dropped out, because gain and loss both occur once per collision.

This count fixes a mean energy but not the shape of the distribution. If $\nu$ depends on speed, impacts are also no longer spread evenly over the phase. Both points require the balance at each speed separately.

\section{Heating at each speed}

Let the gas be uniform and all collisions elastic. For nearly isotropic electrons write
\begin{equation}
f(\mathbf v,t)=f_0(v)+f_1(v,t)\cos\theta ,
\end{equation}
with $\theta$ measured from $z$ and higher harmonics dropped. Let $\nu(v)>0$ now denote the momentum-transfer collision frequency, that is, the collision rate times the mean of $1-\cos\chi$, where $\chi$ is the scattering angle. The kinetic equation is
\begin{equation}
\frac{\partial f}{\partial t}-\frac{eE}{m}\frac{\partial f}{\partial v_z}=C[f].
\end{equation}
Since $\partial f_0/\partial v_z=f_0'\cos\theta$, where the prime means $d/dv$, the part proportional to $\cos\theta$ reads
\begin{equation}
\frac{\partial f_1}{\partial t}+\nu f_1=\frac{eE_0}{m}f_0'\cos\omega t .
\end{equation}
Its periodic solution is
\begin{equation}
f_1=\frac{eE_0}{m}f_0'\,\frac{\nu\cos\omega t+\omega\sin\omega t}{\nu^2+\omega^2}.
\end{equation}
To check it, differentiate the numerator and add $\nu$ times the numerator: the sine terms cancel and $(\nu^2+\omega^2)\cos\omega t$ remains.

For the isotropic part, the angular average of the field term is needed:
\begin{align}
\left\langle\frac{\partial(f_1\cos\theta)}{\partial v_z}\right\rangle
&=\left\langle f_1'\cos^2\theta+\frac{f_1}{v}\sin^2\theta\right\rangle\nonumber\\
&=\frac{f_1'}{3}+\frac{2f_1}{3v}=\frac{1}{3v^2}\frac{d}{dv}(v^2f_1).
\end{align}
The energy relaxes at a rate of order $(2m/M)\nu\ll\omega$, so $f_0$ hardly changes during a cycle and the equation may be averaged over time. The sine part of $f_1$ averages to zero against $E_0\cos\omega t$, and the cosine part contributes a factor $1/2$. The field therefore changes $f_0$ at the rate
\begin{equation}
\frac{1}{v^2}\frac{d}{dv}\left(v^2Df_0'\right),\qquad
D=\frac{e^2E_0^2}{6m^2}\frac{\nu}{\nu^2+\omega^2}
=\frac{v_q^2}{6}\,\frac{\nu}{1+\nu^2/\omega^2}.
\label{eq:D}
\end{equation}
This is diffusion in speed. For $\omega\gg\nu$, $D=\nu v_q^2/6$: heating is proportional to the local collision frequency.

\section{Loss at each speed}

An electron of momentum $p$ deflected through $\chi$ by an atom at rest transfers a momentum of squared magnitude $2p^2(1-\cos\chi)$, to leading order in $m/M$. The atom takes up
\begin{equation}
\frac{2p^2(1-\cos\chi)}{2M}=\frac{2m}{M}u(1-\cos\chi),
\end{equation}
using $p^2=2mu$. For isotropic scattering the mean of $\cos\chi$ vanishes, which gives the fraction $2m/M$ used above. In general $du/dt=-(2m/M)\nu u$. With $u=mv^2/2$ this becomes
\begin{equation}
mv\frac{dv}{dt}=-\frac{m}{M}\nu mv^2
\quad\Rightarrow\quad \frac{dv}{dt}=-\frac{m}{M}\nu v .
\end{equation}

Atoms at temperature $T_g$ also jostle the electrons and add a diffusion term $Bf_0'$. They add no further term proportional to $f_0$ itself. In the frame of a moving, infinitely heavy atom a collision only rotates the velocity, so a distribution uniform in velocity space stays uniform. The elastic term is then
\begin{equation}
\frac{1}{v^2}\frac{d}{dv}\left[v^2\left(\frac mM\nu vf_0+Bf_0'\right)\right].
\end{equation}
Without a field, $f_0\propto e^{-mv^2/2kT_g}$ must be stationary. For it $f_0'=-(mv/kT_g)f_0$, so the inner bracket vanishes if $B=\nu kT_g/M$.

\section{The cancellation}

In the steady state the sum of the field and elastic terms is zero, so $v^2$ times the total bracket is independent of $v$. It vanishes at $v=0$, where no electrons are created or removed, and hence everywhere:
\begin{equation}
\left(D+\frac{\nu kT_g}{M}\right)f_0'+\frac mM\nu vf_0=0 .
\end{equation}
Insert $D$, multiply by $M/\nu$ and use $du=mv\,dv$:
\begin{equation}
\frac{d\ln f_0}{du}=-\frac{1}{kT_g+kT_h/(1+\nu^2/\omega^2)},\qquad kT_h=\frac{Mv_q^2}{6}.
\label{eq:slope}
\end{equation}
When $\nu^2/\omega^2$ is negligible, the right-hand side does not depend on energy, and
\begin{equation}
f_0\propto e^{-u/kT_e},\qquad kT_e=kT_g+\frac{Mv_q^2}{6}.
\label{eq:Te}
\end{equation}

The quivering frame shows why. There the electron moves freely and the atoms shake with velocity $-\mathbf q$. Thermal atoms have mean square velocity $kT_g/M$ per direction and cause diffusion $\nu kT_g/M$. The shaking has mean square $v_q^2/2$ along one axis, or $v_q^2/6$ per direction after averaging over electron directions, and causes diffusion $\nu v_q^2/6$. To the electrons, the shaking is extra thermal motion of the atoms. The frequency $\nu(v)$ governs how fast electrons of a given speed come to terms with these atoms, but not the temperature they reach.

The neglect of higher harmonics is consistent with this result. For $\omega\gg\nu$ the amplitude of $f_1/f_0$ is $mv_qv/kT_e$. At $u=\tfrac32kT_e$ its square is $3mv_q^2/kT_e=18(m/M)(T_h/T_e)$, which is small because $m/M$ is.

\section{When the condition fails}

To first order in $\nu^2/\omega^2$, the denominator of (\ref{eq:slope}) is $kT_e-kT_h\nu^2/\omega^2$. Expanding its inverse and integrating from $u=0$ gives the departure from the Maxwellian (\ref{eq:Te}), with both functions set equal at $u=0$:
\begin{equation}
\ln\frac{f_0}{f_{\rm M}}\simeq-\frac{kT_h}{(kT_e)^2}\int_0^u\frac{\nu^2}{\omega^2}\,du' .
\label{eq:dev}
\end{equation}
The error accumulates with energy. For a constant cross-section $\nu^2\propto u$, and the right-hand side is $-\tfrac12(T_h/T_e)(\nu_1/\omega)^2(u/kT_e)^2$, where $\nu_1$ is $\nu$ at $u=kT_e$. However small $\nu_1/\omega$ may be, a sufficiently distant tail is depleted. The right-hand side of (\ref{eq:dev}) must therefore be small up to the highest energy that matters for the purpose in hand.

In the opposite limit, $(2m/M)\nu\ll\omega\ll\nu$, heating goes as $1/\nu$ while loss still goes as $\nu$, and the cancellation is lost. For cold atoms of density $n$ and constant cross-section $\sigma$, $\nu^2=2n^2\sigma^2u/m$, and (\ref{eq:slope}) gives
\begin{equation}
\frac{d\ln f_0}{du}=-\frac{6m^2\nu^2}{Me^2E_0^2}
\quad\Rightarrow\quad
\ln f_0=-\frac{6mn^2\sigma^2}{Me^2E_0^2}u^2+\text{const}.
\end{equation}
This is the Druyvesteyn distribution, with a thinner tail. If $\nu$ is constant, (\ref{eq:slope}) gives a Maxwellian even here, with $kT_h$ reduced by the factor $1+\nu^2/\omega^2$.

These statements were tested by following 4000 simulated electrons through free flight in the field and two-body collisions with moving atoms, with $M/m=200$. All electrons started at one speed. The shape was measured by $\langle u^2\rangle/\langle u\rangle^2$, which is $(15/4)/(3/2)^2=5/3$ for a Maxwellian. Units are $m=1$ and a largest collision rate of 1.

At $\omega=20$, with $kT_h=0.7$ and $kT_g=0.3$, a rising law $\nu=v^2/(1+v^2)$ and a falling law $\nu=1/(1+v^2/4)$ both gave $kT_e=1.003$, against 1.000 from (\ref{eq:Te}). The shapes were 1.661 and 1.677. At $\omega=0.3$ the rising law, now with a quarter of the collisions reversing the velocity, gave a shape of 1.482, against 1.468 from (\ref{eq:slope}). Constant $\nu$ at this frequency gave 1.685, against 1.667. The remaining differences are about 1\%. For constant $\nu$ the moment equations close exactly and give a shape of 1.685 at $M/m=200$ and 1.6685 at $M/m=2000$, so there the difference is due to the finite mass ratio. In the other cases that effect and sampling noise were not separated.

\section{Argon under weak microwave heating}

Consider argon ($M=39.95$ atomic mass units) at 1 Torr and 300 K, with $E_0=2.5$ V/cm at 2.45 GHz. These are rough conditions for the region downstream of a microwave plasma source. The momentum-transfer cross-section is a rough analytic form whose minimum, $0.36\times10^{-20}$ m$^2$ near 0.3 eV, lies about four times above the real Ramsauer minimum of argon,
\begin{equation}
\frac{\sigma}{10^{-20}\,\mathrm{m^2}}=7.5\,e^{-u/0.06}+0.1+\frac{1.4u^2}{u+0.3}\qquad(u\text{ in eV}).
\end{equation}
With $\omega=1.539\times10^{10}$ rad/s,
\begin{align}
v_q&=\frac{(1.602\times10^{-19})(250)}{(9.109\times10^{-31})(1.539\times10^{10})}\ \mathrm{m/s}=2.86\times10^3\ \mathrm{m/s},\\
kT_e&=0.026\ \mathrm{eV}+0.563\ \mathrm{eV}=0.589\ \mathrm{eV}\quad(\text{about }6800\ \mathrm K).
\end{align}
The cross-section has not been used so far. It enters through the condition: $\nu/\omega$ is 0.0023 at 0.25 eV, 0.015 at 1 eV and 0.19 at 5 eV. Between the first and last of these energies $\nu$ grows eightyfold, yet at $u=6kT_e=3.5$ eV the departure (\ref{eq:dev}) is only $-0.016$, a depletion of 1.6\% relative to the Maxwellian matched at $u=0$. Near 7.3 eV $\nu$ reaches $\omega/3$, and by then the accumulated depletion from (\ref{eq:slope}) is already 27\%.

Now lower the frequency to 13.56 MHz, keeping gas and mean energy fixed. This requires 0.054 V/cm in the model. At 1 eV $\nu/\omega=2.6$, the shape falls from 1.663 to 1.27, and at 3 eV the distribution is about $4\times10^{-5}$ of the Maxwellian with the same mean energy. At 2.45 GHz the corresponding ratio is 0.999. The 13.56 MHz field and tail ratio depend on the cross-section: with a tabulated one that has the deeper minimum they become about 0.06 V/cm and $10^{-4}$, while the shape stays at 1.27.

\section{What a real plasma adds}

For the microwave example, with a rough threshold of 11.5 eV, a full Maxwellian tail would make the excitation loss about $3\times10^{-4}$ of the elastic power loss. This is an overestimate, for two reasons. Finite $\nu/\omega$ alone depletes the tail to 0.13 of the Maxwellian at 11.5 eV and lowers the ratio to about $2\times10^{-5}$. Excitation itself, which at 13 eV is about 150 times faster than elastic energy relaxation, empties the tail further and brings the ratio to about $4\times10^{-6}$ when electron--electron collisions are neglected. Across a 10 cm gap, the energy electrons spend at the wall and in its sheath is roughly 3\% of the elastic loss. Their work against the ambipolar field in the gas, which the numerical output leaves out, raises the total to roughly 5\%. For a Maxwellian at temperature $T$, heating and net elastic loss are proportional to $T_h$ and $T-T_g$ with the same factor, so this drain lowers $kT_e$ by roughly 5\% of $kT_h$, or 0.03 eV, if the shape is kept. Ionization at this temperature is far too slow to replace the electrons lost at the walls, so they must flow in from the source. The energy they bring is not counted here.

Uniformity is a more serious assumption. The energy relaxation length, averaged over the distribution, is roughly 20 cm, longer than the gap (it falls to about 9 cm at 3 eV), so in a non-uniform field the local value of $E_0$ does not set the local temperature.

At an electron density of $10^{9}$ cm$^{-3}$, electron--electron collisions at the mean energy are roughly 3 times faster than the average elastic energy relaxation. They become rarer with increasing speed while $\nu$ grows, and at 3 eV elastic relaxation is the faster of the two. Electron--electron collisions conserve the electrons' total energy and leave a Maxwellian unchanged, so (\ref{eq:Te}) still holds. They do mean that a Maxwellian seen in the bulk of the distribution at this density would not by itself reveal the cancellation of $\nu$. In the 13.56 MHz case they would oppose the depletion computed above.

The core of an active processing discharge breaks the elastic-only assumption. Its electron temperature is typically a few eV. Doubling $E_0$ in the example would quadruple $kT_h$, and (\ref{eq:Te}) would give 2.3 eV. For a Maxwellian, the main temperature dependence of excitation is $e^{-11.5\,\mathrm{eV}/kT_e}$, which grows about 3000-fold between 0.589 and 1 eV. With a full Maxwellian tail, excitation would then take a sizeable fraction of the elastic loss already at 1 eV. Depletion of the tail postpones this to higher temperatures, but at a few eV many electrons reach the threshold and the loss is substantial even so. The value 2.3 eV is therefore an overestimate for that field: in the model, finite $\nu/\omega$ alone lowers $\tfrac23\langle u\rangle$ to 2.1 eV, and excitation, without electron--electron collisions, lowers it to about 1.4 eV. Equation (\ref{eq:Te}) serves for argon heated to well below 1 eV, under the conditions on frequency, uniformity and electron supply stated above. The numerical output below gives the remaining values.

\section*{Computed values}
\begin{verbatim}
SIMULATION (mass ratio 200, energies in model units)
shape = <u^2>/<u>^2; Maxwellian value: 1.667
omega=20, rising nu: kTe sim 1.003, formula 1.000; shape 1.661
omega=20, falling nu: kTe sim 1.003, formula 1.000; shape 1.677
omega=0.3, rising nu: <u> sim 0.713, theory 0.709
   shape sim 1.482, theory 1.468
omega=0.3, constant nu: <u> sim 1.405, theory 1.389
   shape sim 1.685, theory 1.667
EXAMPLE: argon, rough cross-section
pressure 1.0 Torr, gas 300 K, kTg = 0.0259 eV
gas density = 3.219e+16 cm^-3
2.45 GHz: omega = 1.539e+10 rad/s, E0 = 2.50 V/cm
quiver speed amplitude = 2.856e+03 m/s
M*vq^2/6 = 0.5630 eV
predicted kTe = 0.5889 eV = 6834 K
u = 0.25 eV: nu = 3.58e+07 1/s, nu/omega = 0.0023
u = 1.00 eV: nu = 2.25e+08 1/s, nu/omega = 0.0146
u = 3.00 eV: nu = 1.30e+09 1/s, nu/omega = 0.0842
u = 5.00 eV: nu = 2.86e+09 1/s, nu/omega = 0.1859
2<u>/3 with finite nu/omega = 0.5877 eV
shape <u^2>/<u>^2 = 1.6628
ln(f/Maxwell) at u = 6 kTe = 3.53 eV: -0.0164
   first-order estimate: -0.0164
nu reaches omega/3 at u = 7.32 eV
13.56 MHz, same <u> = 0.8816 eV: E0 = 0.054 V/cm
   nu/omega at 1 eV = 2.64, shape = 1.265
f/Maxwell of same <u>, at 3 eV: 2.45 GHz 0.999, 13.56 MHz 3.68e-05
NEGLECTED EFFECTS (rough inputs)
excitation: threshold 11.5 eV, slope 5e-22 m^2/eV
elastic loss per electron = 1.144e+04 eV/s
excitation loss / elastic loss = 3.48e-04
excitation rate / elastic relaxation rate at 13 eV = 153
gap 10 cm, ion mobility 1250 cm2/Vs: wall loss rate 72.7 1/s
wall energy loss / elastic loss = 0.027
energy relaxation rate = 1.35e+04 1/s
energy relaxation length = 20 cm
electron density 1e+09 cm^-3, Coulomb logarithm 10
e-e collision rate / energy relaxation rate = 3.4
plasma frequency / omega = 0.116
anisotropy f1/f0 at u = 1.5 kTe: 0.0154
energy relaxation rate / omega = 8.8e-07
\end{verbatim}
